# Mean charge of an amphoteric centre with degenerate charge states

## Charge balance with an amphoteric centre

To find the Fermi level of a semiconductor containing a deep centre that can both give up and accept an electron, one must decide what charge to enter in the neutrality equation. Two choices are involved: whether the centre may be replaced by a separate donor and a separate acceptor, and which degeneracy factor belongs to each level. In the silicon example below, setting all degeneracies to one changes the electron density by a factor of six.

### The three charge states

Let the centre have charge $+1$, $0$ or $-1$ in units of the elementary charge $e$. Relative to the positive state it then holds $N=0$, $1$ or $2$ electrons, and its charge is $Q=1-N$. The lowest energies of the three states are $E_+$, $E_0$, $E_-$, and their degeneracies are $g_+$, $g_0$, $g_-$. These count all states of equal energy, including spin and equivalent orientations of a distortion. The donor and acceptor levels are the energies needed to add the first and the second electron:

$$E_D=E_0-E_+,\qquad E_A=E_--E_0,\qquad U=E_A-E_D. \tag{1}$$

The energy $U$ may have either sign. It is negative if lattice relaxation outweighs the repulsion between the two electrons.

The centres are taken to be dilute and independent, to have no further charge states, and to be in equilibrium with bands of Fermi level $\mu$ at temperature $T$. A microstate with $N$ electrons and energy $E$ then has the weight $\exp[-(E-\mu N)/kT]$. Summing over microstates gives

$$Z=g_+e^{-E_+/kT}+g_0e^{-(E_0-\mu)/kT}+g_-e^{-(E_--2\mu)/kT}. \tag{2}$$

Divide the first and third terms by the second. The exponents become $-(E_+-E_0+\mu)/kT=(E_D-\mu)/kT$ and $-(E_--E_0-\mu)/kT=(\mu-E_A)/kT$, so the weights relative to the neutral state are

$$w_+=\frac{g_+}{g_0}e^{(E_D-\mu)/kT},\qquad
w_-=\frac{g_-}{g_0}e^{(\mu-E_A)/kT}. \tag{3}$$

The probabilities of the positive, neutral and negative states are $w_+/S$, $1/S$ and $w_-/S$, with $S=1+w_++w_-$. The mean charge is therefore

$$q=\langle Q\rangle=\frac{w_+-w_-}{1+w_++w_-}. \tag{4}$$

Two conventions matter here. First, if a charge state has excited terms at energies $\Delta_i$ above its lowest one, its contribution to (2) contains the factor

$$g=\sum_i g_i e^{-\Delta_i/kT}, \tag{5}$$

which replaces the plain degeneracy. Secondly, the levels in (1) contain no electronic degeneracy. If an acceptor level is instead defined as the Fermi level at which the neutral and negative populations are equal, then $w_-=1$ there and it lies at $E_A+kT\ln(g_0/g_-)$. Such a level already contains the degeneracies, and inserting them again would count them twice. Vibrational free energies can be included in $E_+$, $E_0$ and $E_-$, which makes the levels depend on temperature.

### A form with two parameters

The product and the ratio of the weights separate the strength of the neutral state from the position of the Fermi level. From (3),

$$w_+w_-=\frac{g_+g_-}{g_0^2}e^{-U/kT}\equiv\frac{1}{4\kappa^2},
\qquad
\kappa=\frac{g_0}{2\sqrt{g_+g_-}}\,e^{U/2kT}, \tag{6}$$

$$\frac{w_-}{w_+}=\frac{g_-}{g_+}e^{(2\mu-E_D-E_A)/kT}\equiv e^{2x},
\qquad x=\frac{\mu-\mu_0}{kT}. \tag{7}$$

Taking the logarithm of (7) and solving for $\mu_0$ gives

$$\mu_0=\frac{E_D+E_A}{2}+\frac{kT}{2}\ln\frac{g_+}{g_-}. \tag{8}$$

Equations (6) and (7) imply $w_+=e^{-x}/2\kappa$ and $w_-=e^{x}/2\kappa$. Hence $w_+-w_-=-\sinh x/\kappa$ and $w_++w_-=\cosh x/\kappa$. Inserting these in (4) and multiplying numerator and denominator by $\kappa$ yields

$$\boxed{\,q=-\frac{\sinh x}{\kappa+\cosh x}\,} \tag{9}$$

The mean charge vanishes at $\mu_0$, where the neutral fraction is $1/(1+1/\kappa)=\kappa/(1+\kappa)$. A zero mean charge does not imply neutral centres: for small $\kappa$ it arises from equal numbers of positive and negative ones.

### Slope, fluctuations and screening

Since $kT\,dw_+/d\mu=-w_+$ and $kT\,dw_-/d\mu=w_-$, differentiating (4) gives

$$\begin{aligned}
kT\frac{dq}{d\mu}
&=-\frac{w_++w_-}{S}-\frac{(w_+-w_-)(w_--w_+)}{S^2}\\
&=-\frac{w_++w_-}{S}+\frac{(w_+-w_-)^2}{S^2}
=-\left(\langle Q^2\rangle-\langle Q\rangle^2\right).
\end{aligned} \tag{10}$$

The last step uses $Q^2=1$ in both charged states. The variance is positive, so $q$ falls steadily as $\mu$ rises. Differentiating (9) and using $\cosh^2x-\sinh^2x=1$ gives the same slope as

$$-kT\frac{dq}{d\mu}
=\frac{\cosh x(\kappa+\cosh x)-\sinh^2x}{(\kappa+\cosh x)^2}
=\frac{1+\kappa\cosh x}{(\kappa+\cosh x)^2}. \tag{11}$$

This variance also governs the response to a small, slowly varying electrostatic potential $\phi$ in equilibrium. Electron levels shift by $-e\phi$, which acts like a rise of $\mu$ by $e\phi$. With $N_T$ centres per volume, Boltzmann densities $n$ and $p$ of electrons and holes, and fully ionized shallow dopants, the space charge is

$$\delta\rho=-\frac{e^2\phi}{kT}\left[n+p+N_T(\langle Q^2\rangle-q^2)\right]. \tag{12}$$

The centres therefore screen by changing their charge, provided they have time to equilibrate.

### One step or two

Let $c=\cosh x\geq1$, and call the right-hand side of (11) $s(c)$. Then

$$\frac{ds}{dc}
=\frac{\kappa(\kappa+c)-2(1+\kappa c)}{(\kappa+c)^3}
=\frac{\kappa^2-2-\kappa c}{(\kappa+c)^3}. \tag{13}$$

Because $ds/dx=\sinh x\,ds/dc$, the slope is stationary at $x=0$ and, where such points exist, at

$$\cosh x=\kappa-\frac{2}{\kappa}. \tag{14}$$

Solutions away from $x=0$ need $\kappa-2/\kappa>1$, or $(\kappa-2)(\kappa+1)>0$, and hence $\kappa>2$. In that case $s$ first rises and then falls as $c$ increases from one, so the charge curve has two steepest points with a flatter part between them. For $\kappa\leq2$, $s$ falls from the start and there is one step. By (6), two steps require

$$U>U_c=2kT\ln\frac{4\sqrt{g_+g_-}}{g_0}. \tag{15}$$

A positive $U$ alone is therefore not sufficient if $U_c$ is positive.

For $U\gg kT$, with degeneracies of order one, the steps are well separated. Setting $q=-1/2$ in (4) gives $2(w_--w_+)=1+w_++w_-$, so $w_-=1+3w_+$. Similarly, $q=+1/2$ gives $w_+=1+3w_-$. The small weight on the right is close to $1/4\kappa^2$ by (6). Dropping it leaves

$$\mu_{-1/2}\simeq E_A+kT\ln\frac{g_0}{g_-},\qquad
\mu_{+1/2}\simeq E_D+kT\ln\frac{g_+}{g_0}. \tag{16}$$

A large neutral degeneracy raises the first point and lowers the second, which widens the neutral range.

In the opposite limit, $\kappa\to0$, equation (9) becomes $q=-\tanh x$. The error of this limit is

$$|q+\tanh x|=\frac{\kappa|\sinh x|}{\cosh x(\kappa+\cosh x)}
\leq\frac{\kappa|\sinh x|}{\cosh^2x}\leq\frac{\kappa}{2}, \tag{17}$$

because $|\tanh x|\,\mathrm{sech}\,x\leq1/2$. The ratio of negative to positive centres is still $e^{2x}$, with twice the usual exponent: the centre passes between its charged states by exchanging two electrons, and the neutral state is rare.

Non-interacting electrons give another check. One orbital with two spin states has $g=(1,2,1)$, in the order positive, neutral, negative, and $U=0$. Then $\kappa=1$, and (9) gives $q=-\tanh(x/2)=1-2f$, where $f=1/(e^{-x}+1)$ is the Fermi occupation of each spin state.

### Replacement by two separate centres

A separate donor and acceptor with the same weights would have the summed charge

$$\begin{aligned}
q_{\rm sep}&=\frac{w_+}{1+w_+}-\frac{w_-}{1+w_-}
=\frac{w_+-w_-}{1+w_++w_-+w_+w_-}\\
&=-\frac{\sinh x}{\kappa+\cosh x+1/(4\kappa)}.
\end{aligned} \tag{18}$$

The extra product $w_+w_-$ represents an ionized donor together with an ionized acceptor. One centre cannot be positive and negative at once. Dividing (9) by (18) gives, for $x\neq0$,

$$\frac{q}{q_{\rm sep}}=1+\frac{1}{4\kappa(\kappa+\cosh x)}. \tag{19}$$

The replacement is good for $4\kappa^2\gg1$, provided the factors $g_0/g_+$ and $g_0/g_-$ are kept. For small $\kappa$ it fails wherever $\cosh x$ is not large compared with $1/4\kappa$, that is for $|x|$ up to about $\ln(1/2\kappa)$, roughly $|U|/2$ on either side of $\mu_0$; only at $\mu_0$ itself do both charges vanish together.

### A test from a many-electron spectrum

The degeneracies need not be put in by hand. Consider three orbitals with spin, which have $2^6=64$ many-electron states, and the Hamiltonian

$$H=\varepsilon N+V\frac{N(N-1)}2-JS^2+W\frac{N(N-1)(N-2)}6, \tag{20}$$

where $S^2$ is the squared total spin in units of $\hbar^2$. The values are $\varepsilon=0.4$ eV, $J=0.02$ eV and $W=3$ eV; the last term suppresses states with more than two electrons. One electron has six states of energy $\varepsilon-3J/4$. Two electrons have nine triplet states at $2\varepsilon+V-2J$ and six singlet states at $2\varepsilon+V$. Thus $E_D=\varepsilon-3J/4$, $E_A=\varepsilon+V-5J/4$, and by (5) the degeneracies are $1$, $6$ and $9+6e^{-2J/kT}$.

At 300 K, $H$ was diagonalized and the charge averaged over all 64 states for $V=0.2$, $0$, $-0.15$ and $-0.4$ eV, at 13 Fermi levels from $x=-6$ to $6$. The largest difference from (9) was $1.0\times10^{-14}$. The numerical slope of (9) agreed with minus the variance from the spectrum to $5.0\times10^{-8}$.

### Neutrality in silicon

Let $N_D$ and $N_A$ now be the densities of shallow donors and acceptors, all ionized. Bulk neutrality requires

$$p-n+N_D-N_A+N_Tq(\mu)=0. \tag{21}$$

As $\mu$ rises, $p$ and $q$ fall and $n$ rises, so the left side falls steadily and has one root.

With shallow donors alone, suppose that holes and positive centres are negligible. For Boltzmann statistics $n=N_ce^{-(E_c-\mu)/kT}$, where $E_c$ is the conduction-band edge and $N_c$ its effective density of states. Eliminating $\mu$ from (3) gives

$$w_-=\frac{n}{n_1},\qquad
n_1=N_c\frac{g_0}{g_-}e^{-(E_c-E_A)/kT}. \tag{22}$$

Since $q\simeq-n/(n_1+n)$, equation (21) becomes $(N_D-n)(n_1+n)=N_Tn$, or

$$n^2+n(n_1+N_T-N_D)-N_Dn_1=0. \tag{23}$$

If $N_T-N_D$ greatly exceeds $n_1$ and $n$, then $n\simeq n_1N_D/(N_T-N_D)$, which is proportional to $g_0/g_-$.

With shallow acceptors alone, let $E_v$ be the valence-band edge and $N_v$ its effective density of states. Then $p=N_ve^{-(\mu-E_v)/kT}$ gives $w_+=p/p_1$, where $p_1=N_v(g_0/g_+)e^{-(E_D-E_v)/kT}$. Neutrality reads $p+N_Tp/(p_1+p)=N_A$, and hence

$$p^2+p(p_1+N_T-N_A)-N_Ap_1=0. \tag{24}$$

Take silicon at 300 K with a gap of 1.12 eV and $N_T=10^{15}$ cm$^{-3}$ of a gold-like centre. Measured from the valence-band edge, the rough levels are $E_D=0.35$ eV and $E_A=0.57$ eV, the latter 0.55 eV below the conduction band. The choice $g=(3,6,1)$ describes three distortion axes in the positive and neutral states, a spin doublet in the neutral state and an undistorted negative singlet. It is a model choice, not an established assignment for gold.

With $kT=25.85$ meV and $U=0.22$ eV, $\kappa=122$ and $\mu_0=0.474$ eV, where 99.2% of the centres are neutral. The threshold (15) is $U_c=7.4$ meV, so there are two steps. At $\mu=E_D$ the charge is $+0.333$, since $w_+=3/6$ and $0.5/1.5=1/3$. At $\mu=E_A$ it is $-0.143$, since $w_-=1/6$. Half charge occurs at 0.332 and 0.616 eV, as (16) predicts.

For $N_D=4\times10^{14}$ cm$^{-3}$ and $N_c=2.856\times10^{19}$ cm$^{-3}$,

$$n_1=2.856\times10^{19}\times6\,e^{-0.55/0.025852}
\simeq9.87\times10^{10}\ \text{cm}^{-3}, \tag{25}$$

and $n\simeq n_1\times0.4/0.6=6.58\times10^{10}$ cm$^{-3}$. The full equation (21) gives the same density to these digits, with $\mu=0.606$ eV, $q=-0.400$ and $p=2.06\times10^9$ cm$^{-3}$. Nearly every electron from the shallow donors is held by a centre. With rough mobilities of 1400 and 450 cm$^2$/Vs for electrons and holes, the resistivity is $6.7\times10^4$ ohm cm. In (12) the variance is $0.4-0.4^2=0.24$, so the centres contribute $2.4\times10^{14}$ cm$^{-3}$ to screening, far more than the carriers.

With the levels and doping held fixed but all $g=1$, $n$ falls to $1.10\times10^{10}$ cm$^{-3}$, a factor of 0.167. The hole density is then comparable, $1.23\times10^{10}$ cm$^{-3}$, and the resistivity becomes $3.0\times10^5$ ohm cm. Which carrier is in the majority depends on a few meV: the rounded gap gives an intrinsic density of $1.16\times10^{10}$ cm$^{-3}$, somewhat above the measured value near $1.0\times10^{10}$, and a gap of 1.124 eV with $E_A$ kept 0.55 eV below the conduction band lowers $p$ by 15%, to $1.05\times10^{10}$ cm$^{-3}$, below $n$. The hole density quoted above for the full degeneracies falls by the same 15%. The charge remains $-0.400$, because neutrality fixes it; the degeneracies change the Fermi level at which it is reached.

For $N_A=4\times10^{14}$ cm$^{-3}$ instead of shallow donors, and with $N_v=3.095\times10^{19}$ cm$^{-3}$, $p_1=8.16\times10^{13}$ cm$^{-3}$ is no longer negligible beside the doping. Equation (24) gives $p=4.49\times10^{13}$ cm$^{-3}$, and $q=(4-0.45)/10=0.355$. The full solution has $\mu=0.348$ eV and a resistivity of 309 ohm cm.

Replacing the centre by a separate donor and acceptor makes no visible difference at $U=0.22$ eV: at $\mu_0+kT$ both give $q=-0.0095$. If $U$ is changed to $-0.10$ eV, with $g$ and $T$ fixed, (6) gives $\kappa=\sqrt3\,e^{-0.10/0.0517}\simeq0.25$. The charge at $\mu_0+kT$ is then $-0.655$, whereas separate centres would give $-0.421$.

### What the model leaves out

Gold in silicon is a real amphoteric deep centre, and the level positions used here are roughly those of gold. Its electron density cannot be predicted from them to a few per cent. In the donor-doped case, raising $E_A$ by 10 meV multiplies $n$ by 1.47. If the negative state has less vibrational entropy than the neutral one by one Boltzmann constant $k$, its free energy raises $E_A$ by $kT$ and multiplies $n$ by 2.72. An entropy difference of $k\ln6\simeq1.8k$ would match the effect of the degeneracy ratio $g_0/g_-$. If the six neutral states split into two lower and four upper ones, 10 meV apart, and $E_D$ and $E_A$ keep their values relative to the lower pair, $g_0$ falls to 4.72 and $n$ is multiplied by 0.79.

Charged neighbours make the electrostatic potential uneven. Their density, shallow donors included, is $8\times10^{14}$ cm$^{-3}$, for which a sphere holding one charge has a radius of 67 nm. The Coulomb energy at that distance, with relative permittivity 11.7, is 1.8 meV, which gives only a scale, since many neighbours together can produce a larger potential. A smooth potential moves the band edges and the levels together. At 1.8 meV it changes the local electron density by about 7%, but leaves the distance between $E_A$ and the conduction band unchanged. With the screening density $2.4\times10^{14}$ cm$^{-3}$ from (12) the screening length is about 260 nm, and randomly placed screened charges give a root-mean-square potential of roughly 3 meV from the donors alone and 4.5 meV from all charges, which corresponds to local changes of $n$ by 13 to 19%. For shallow levels 0.045 eV from their band edges, the neutral fraction is $2.6\times10^{-8}$ for donors and $3.3\times10^{-5}$ for acceptors, with ground-state degeneracies of 2 and 4; the valley-orbit terms of a donor, about 12 meV higher, raise the first figure to about $1\times10^{-7}$ through (5). The relative error of Boltzmann statistics for $n$ is $8\times10^{-10}$. These last corrections are negligible here.

Temperature matters much more. At 350 K, with a rough gap narrowing of 13.5 meV and $E_A$ held 0.55 eV below the conduction band, $n$ is 26 times its 300 K value, or $1.72\times10^{12}$ cm$^{-3}$. If $E_A$ instead keeps its distance from the valence band, $n=2.68\times10^{12}$ cm$^{-3}$. Both values take $N_c$ and $N_v$ proportional to $T^{3/2}$; temperature-dependent masses raise them by about 1%.

Devices can also break the assumption of equilibrium. In a reverse-biased depletion layer no single Fermi level describes both bands, and emission and capture rates determine the charge of the centre. Equation (9), which assumes a single Fermi level, must not be used there.

## Values computed for the example and the checks

```
largest charge error, formula vs Fock space: 1.0e-14
largest error, kT dq/dmu vs -variance: 5.0e-08
temperature 300 K, kT = 25.85 meV, gap = 1.12 eV
E_D = 0.35 eV, E_A = 0.57 eV, U = 0.22 eV
degeneracies (+,0,-): 3, 6, 1
centres 1.0e+15 cm^-3, shallow dopants 4.0e+14 cm^-3
band masses (electron, hole): 1.09, 1.15 m_e
mobilities: 1400, 450 cm2/Vs; permittivity 11.7
Nc = 2.856e+19 cm^-3, Nv = 3.095e+19 cm^-3
zero-charge Fermi level mu0 = 0.4742 eV, kappa = 122.03
neutral fraction at mu0 = 0.9919
critical U for two steps = 7.44 meV
steepest points at mu0 +/- 0.1421 eV
q=+1/2 at 0.33208 eV (estimate 0.33208 eV)
q=-1/2 at 0.61632 eV (estimate 0.61632 eV)
mu = 0.25 eV: q = +0.9599
mu = 0.35 eV: q = +0.3333
mu = 0.45 eV: q = +0.0087
mu = 0.57 eV: q = -0.1428
mu = 0.65 eV: q = -0.7863
mu = 0.75 eV: q = -0.9944
U = +0.22 eV, mu0+kT: q = -0.00951, separate -0.00951
U = -0.10 eV, mu0+kT: q = -0.65527, separate -0.42093
n1 = 9.869e+10 cm^-3, p1 = 8.164e+13 cm^-3
donors: mu = 0.6058 eV, q = -0.3999
   n = 6.578e+10, p = 2.056e+09 cm^-3, rho = 6.710e+04 ohm cm
acceptors: mu = 0.3475 eV, q = +0.3551
   n = 3.009e+06, p = 4.495e+13 cm^-3, rho = 3.086e+02 ohm cm
donors, all g=1: mu = 0.5595 eV, q = -0.4000
   n = 1.098e+10, p = 1.232e+10 cm^-3, rho = 2.985e+05 ohm cm
reduced equation: n = 6.577e+10, p = 4.494e+13 cm^-3
n ratio, all g=1 to full g: 0.1669
n factor, acceptor level raised by kT (entropy k): 2.717
n factor, acceptor level raised by 10 meV: 1.472
10 meV splitting 2+4: g0 = 4.717, n factor 0.786
charged centres and dopants: 8.00e+14 cm^-3
Coulomb shift 1.84 meV at 66.8 nm, n factor 1.074
350 K, gap 1.1065 eV, E_A tied to Ec: n = 1.721e+12 cm^-3
350 K, E_A tied to Ev: n = 2.681e+12 cm^-3
n factor from 300 K to 350 K, E_A tied to Ec: 26.16
neutral shallow donors (0.045 eV deep): 2.6e-08
neutral shallow acceptors (0.045 eV deep): 3.3e-05
relative error of Boltzmann statistics for n: 8.1e-10
```
